**Overdamped mean voltage and underdamped retrapping current of a Josephson junction**

For critical current $I_c$, resistance $R$, capacitance $C$ and constant current $I$, the program tests $\langle V\rangle=R\sqrt{I^2-I_c^2}$ for $C\to0$, $I>I_c$, and $I_r\simeq4I_c/(\pi Q)$ for $Q=\sqrt{2eI_c/(\hbar C)}\,RC\gg1$. It asserts that the voltage formula agrees with time integration of the phase equation at three currents, and that the small shift caused by the capacitance agrees with the full model within 5% of the shift. For weak damping it finds the orbit joining neighbouring potential maxima and asserts that the source work equals the heat on it. Time simulations confirm that a running junction keeps running 2% above the resulting current and stops 2% below it, while a junction started at rest stays at zero voltage. Further assertions cover the energy balance away from threshold and the odd first correction to the limiting orbit. For $I_c=10$ μA and $C=1$ pF, the output gives 7.5 μV at 12.5 μA with $R=1$ Ω, and a retrapping current of 1.46 μA with $R=50$ Ω. The relative deviation of the exact retrapping current from the large-$Q$ law is close to $-0.25/Q^2$ for $Q$ from 2 to 20.

## Check in Python

```python
"""Josephson junction with resistance R and capacitance C at constant current I.

Results under test:
  overdamped (C -> 0), I > Ic:  mean voltage = R sqrt(I^2 - Ic^2)
  underdamped (Q >> 1):         retrapping current = 4 Ic / (pi Q)
Symbols: Ic critical current, phase = superconducting phase difference,
voltage = (hbar/2e) d(phase)/dt, plasma frequency wp = sqrt(2 e Ic/(hbar C)),
Q = wp R C, beta = Q^2, drive = I/Ic, s = sqrt(drive^2 - 1).
Scaled time is 2 e R Ic t/hbar when overdamped and wp t when underdamped.
"""
import numpy as np
from scipy.constants import e, h, hbar
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

PI = np.pi


def solve(rhs, span, start, **options):
    result = solve_ivp(rhs, span, start, method="DOP853",
                       rtol=1e-10, atol=1e-12, **options)
    assert result.success
    return result


def simulated_mean_voltage(current, critical, resistance):
    """Follow the overdamped phase in time (ns) through one full turn."""
    def rhs(time_ns, y):
        voltage = resistance * (current - critical * np.sin(y[0]))
        return [2 * e / hbar * voltage * 1e-9]

    def full_turn(time_ns, y):
        return y[0] - 2 * PI
    full_turn.terminal = True
    run = solve(rhs, (0, 50), [0.0], events=full_turn)
    assert len(run.t_events[0]) == 1
    return h / (2 * e) / (run.t_events[0][0] * 1e-9)


def settled_mean_speed(drive, inertia, friction, start_speed, warm_laps):
    """Mean phase speed of the running state, with phase as the variable:
    inertia * speed * d(speed)/d(phase) = drive - sin(phase) - friction*speed."""
    def rhs(phase, y):
        return [((drive - np.sin(phase)) / y[0] - friction) / inertia,
                1 / y[0]]
    warm = solve(rhs, (0, 2 * PI * warm_laps), [start_speed, 0.0])
    lap = solve(rhs, (0, 2 * PI), [warm.y[0, -1], 0.0])
    return 2 * PI / lap.y[1, -1]


def half_orbit(drive, q, from_left, target):
    """Orbit leaving the left potential maximum, or (traced backwards)
    reaching the right one. Returns speed at target and integral of speed."""
    root = np.sqrt(0.25 / q**2 + np.sqrt(1 - drive**2))
    side = -1 if from_left else 1
    offset = 1e-4
    begin = side * PI - np.arcsin(drive) - side * offset
    speed = (root + side * 0.5 / q) * offset

    def rhs(phase, y):
        return [(drive - np.sin(phase)) / y[0] - 1 / q, y[0]]
    run = solve(rhs, (begin, target), [speed, 0.0])
    return run.y[0, -1], abs(run.y[1, -1])


def exact_retrapping(q):
    """Drive at which the orbit joins two neighbouring potential maxima."""
    def gap(drive):
        return (half_orbit(drive, q, True, 0.0)[0]
                - half_orbit(drive, q, False, 0.0)[0])
    guess = 4 / (PI * q)
    return brentq(gap, 0.7 * guess, 1.2 * guess, xtol=1e-13)


def late_mean_speed(drive, q, phase, speed):
    """Simulate in time, discard the transient, return the mean speed."""
    def rhs(time, y):
        return [y[1], drive - np.sin(y[0]) - y[1] / q]
    early = solve(rhs, (0, 50 * q), [phase, speed])
    late = solve(rhs, (0, 20 * q), early.y[:, -1])
    return (late.y[0, -1] - early.y[0, -1]) / (20 * q)


# ---------- one junction, two resistances ----------
Ic, C = 10e-6, 1e-12
R_low, R_high = 1.0, 50.0
wp = np.sqrt(2 * e * Ic / (hbar * C))
print(f"critical current Ic = {Ic*1e6:.1f} uA")
print(f"capacitance C = {C*1e12:.1f} pF")
print(f"plasma angular frequency wp = {wp/1e9:.2f} rad/ns")

# ---------- overdamped junction ----------
Q_low = wp * R_low * C
beta = Q_low**2
print(f"OVERDAMPED: R = {R_low:.1f} ohm, Q = {Q_low:.4f}, beta = {beta:.5f}")
for current in (10.5e-6, 12.5e-6, 20e-6):
    formula = R_low * np.sqrt(current**2 - Ic**2)
    simulated = simulated_mean_voltage(current, Ic, R_low)
    assert abs(simulated / formula - 1) < 1e-6
    print(f"I = {current*1e6:.1f} uA: mean V formula {formula*1e6:.4f} uV,"
          f" simulated {simulated*1e6:.4f} uV")

I_example = 12.5e-6
drive = I_example / Ic
s = np.sqrt(drive**2 - 1)
V_example = R_low * np.sqrt(I_example**2 - Ic**2)
print(f"at I = {I_example*1e6:.1f} uA: I/Ic = {drive:.3f}, s = {s:.4f}")
print(f"  lowest, highest V = {R_low*(I_example-Ic)*1e6:.2f},"
      f" {R_low*(I_example+Ic)*1e6:.2f} uV")
print(f"  oscillation frequency = {2*e*V_example/h/1e9:.4f} GHz")
print(f"  period = {h/(2*e*V_example)*1e12:.2f} ps")

# explicit phase as a function of scaled time, against the simulated phase
tau = 2.0
start_phase = 2 * np.arctan(1 / drive)
phase_run = solve(lambda t, y: [drive - np.sin(y[0])], (0, tau), [start_phase])
phase_formula = 2 * np.arctan(1 / drive + s / drive * np.tan(s * tau / 2))
assert abs(phase_run.y[0, -1] - phase_formula) < 1e-8

# below the critical current the phase comes to rest
rest = solve(lambda t, y: [0.8 - np.sin(y[0])], (0, 60), [0.0])
assert abs(rest.y[0, -1] - np.arcsin(0.8)) < 1e-7

# effect of the small capacitance on the mean voltage
full_speed = settled_mean_speed(drive, beta, 1.0, drive, 2)
shift_full = full_speed / s - 1
shift_formula = beta**2 * s * (drive - s)
assert abs(shift_full / shift_formula - 1) < 0.05
print(f"  relative capacitance shift of V: formula {shift_formula:.3e},"
      f" full model {shift_full:.3e}")

# ---------- underdamped junction ----------
Q = wp * R_high * C
E_J = hbar * Ic / (2 * e)
print(f"UNDERDAMPED: R = {R_high:.1f} ohm, Q = {Q:.4f}")
print(f"Josephson energy E_J = {E_J/e*1e3:.3f} meV")

# frictionless limiting orbit: speed 2/cosh(wp t) is a pendulum motion
pendulum = solve(lambda t, y: [y[1], -np.sin(y[0])], (0, 2), [0.0, 2.0])
assert abs(pendulum.y[1, -1] - 2 / np.cosh(2)) < 1e-8
assert abs(pendulum.y[1, -1] - 2 * np.cos(pendulum.y[0, -1] / 2)) < 1e-8


def heating_power(x):
    voltage = hbar / (2 * e) * wp * 2 / np.cosh(x)
    return voltage**2 / R_high / (E_J * wp)


heat = 2 * quad(heating_power, 0, 40)[0] * E_J
assert abs(heat / (8 * E_J / Q) - 1) < 1e-8
I_r = 4 * Ic / (PI * Q)
assert abs(I_r * h / (2 * e) / heat - 1) < 1e-8
print(f"heat per turn on limiting orbit = {heat/e*1e3:.3f} meV")
print(f"retrapping current, 4 Ic/(pi Q) = {I_r*1e6:.4f} uA")
drive_r = exact_retrapping(Q)
print(f"retrapping current, exact orbit = {drive_r*Ic*1e6:.4f} uA")
print(f"  formula minus exact = {100*(I_r/Ic/drive_r-1):.3f} percent of exact")

# exact energy balance on the computed limiting orbit
area = half_orbit(drive_r, Q, True, 0.0)[1] + half_orbit(drive_r, Q, False, 0.0)[1]
assert abs(area / Q / (2 * PI * drive_r) - 1) < 1e-6
print(f"loss integral on exact orbit = {area:.5f} (frictionless: 8)")

# time simulation just above and just below the exact threshold
above = late_mean_speed(1.02 * drive_r, Q, 0.0, 2.5)
below = late_mean_speed(0.98 * drive_r, Q, 0.0, 2.5)
resting = late_mean_speed(1.02 * drive_r, Q, 0.3, 0.0)
assert above > 0.3 and abs(below) < 1e-3 and abs(resting) < 1e-3
to_microvolt = hbar / (2 * e) * wp * 1e6
print(f"2 percent above, started running: mean V = {above*to_microvolt:.2f} uV")
print(f"2 percent below, started running: mean V = {abs(below)*to_microvolt:.2f} uV")
print(f"2 percent above, started at rest: mean V = {abs(resting)*to_microvolt:.2f} uV")

# energy balance away from threshold: pick an orbit energy, predict the drive
energy, Q_test = 1.5, 20.0


def orbit_speed(phase, orbit_energy):
    return np.sqrt(2 * (orbit_energy + np.cos(phase)))


losses = [2 * quad(orbit_speed, 0, PI, args=(E,))[0] for E in (1.0, 1.5, 2.0)]
assert abs(losses[0] - 8) < 1e-8 and losses[0] < losses[1] < losses[2]
lap_time = 2 * quad(lambda x: 1 / orbit_speed(x, energy), 0, PI)[0]
drive_test = losses[1] / (2 * PI * Q_test)
speed_full = settled_mean_speed(drive_test, 1.0, 1 / Q_test,
                                orbit_speed(0, energy), 60)
assert abs(speed_full * lap_time / (2 * PI) - 1) < 0.01
print(f"loss integral W(E) at E = 1, 1.5, 2: {losses[0]:.4f},"
      f" {losses[1]:.4f}, {losses[2]:.4f}")
print(f"running state, Q = {Q_test:.0f}, I/Ic = {drive_test:.5f}: mean speed"
      f" balance {2*PI/lap_time:.5f}, full {speed_full:.5f} (units wp)")

# first correction to the limiting orbit is odd in the phase
Q_large, x = 200.0, 1.5
drive_large = exact_retrapping(Q_large)
p1_formula = (4 * x / PI - 4 * np.sin(x / 2)) / (2 * np.cos(x / 2))
p1_right = Q_large * (half_orbit(drive_large, Q_large, False, x)[0]
                      - 2 * np.cos(x / 2))
p1_left = Q_large * (half_orbit(drive_large, Q_large, True, -x)[0]
                     - 2 * np.cos(x / 2))
assert abs(p1_right - p1_formula) < 0.03
assert abs(p1_left + p1_formula) < 0.03

# approach to the large-Q law
scaled = {}
for q in (2.0, 5.0, 10.0, 20.0):
    exact = exact_retrapping(q)
    law = 4 / (PI * q)
    scaled[q] = (exact / law - 1) * q**2
    print(f"Q = {q:.0f}: Ir/Ic exact {exact:.6f}, law {law:.6f},"
          f" (exact/law - 1) Q^2 = {scaled[q]:.4f}")
assert abs(scaled[10.0] / scaled[20.0] - 1) < 0.05
assert max(abs(value) for value in scaled.values()) < 1

print("every check passed")
```

Printed output:

```
critical current Ic = 10.0 uA
capacitance C = 1.0 pF
plasma angular frequency wp = 174.31 rad/ns
OVERDAMPED: R = 1.0 ohm, Q = 0.1743, beta = 0.03039
I = 10.5 uA: mean V formula 3.2016 uV, simulated 3.2016 uV
I = 12.5 uA: mean V formula 7.5000 uV, simulated 7.5000 uV
I = 20.0 uA: mean V formula 17.3205 uV, simulated 17.3205 uV
at I = 12.5 uA: I/Ic = 1.250, s = 0.7500
  lowest, highest V = 2.50, 22.50 uV
  oscillation frequency = 3.6270 GHz
  period = 275.71 ps
  relative capacitance shift of V: formula 3.462e-04, full model 3.470e-04
UNDERDAMPED: R = 50.0 ohm, Q = 8.7157
Josephson energy E_J = 20.541 meV
heat per turn on limiting orbit = 18.854 meV
retrapping current, 4 Ic/(pi Q) = 1.4609 uA
retrapping current, exact orbit = 1.4561 uA
  formula minus exact = 0.327 percent of exact
loss integral on exact orbit = 7.97394 (frictionless: 8)
2 percent above, started running: mean V = 48.30 uV
2 percent below, started running: mean V = 0.00 uV
2 percent above, started at rest: mean V = 0.00 uV
loss integral W(E) at E = 1, 1.5, 2: 8.0000, 10.5407, 12.3570
running state, Q = 20, I/Ic = 0.08388: mean speed balance 1.55609, full 1.55622 (units wp)
Q = 2: Ir/Ic exact 0.597383, law 0.636620, (exact/law - 1) Q^2 = -0.2465
Q = 5: Ir/Ic exact 0.252128, law 0.254648, (exact/law - 1) Q^2 = -0.2474
Q = 10: Ir/Ic exact 0.127009, law 0.127324, (exact/law - 1) Q^2 = -0.2475
Q = 20: Ir/Ic exact 0.063623, law 0.063662, (exact/law - 1) Q^2 = -0.2475
every check passed
```
